# Ground valence orbitals from Cs to Ce3+ in Dirac–Hartree–Fock theory

**Setting.** Cs, Ba\(^+\), La\(^{2+}\) and Ce\(^{3+}\) each have one electron outside a closed core of 54 electrons, so the ionic charge seen from far away is \(q=Z-54=1,2,3,4\). The candidates for the outer electron are 6s, 5d and 4f, where 5d means 5d\(_{3/2}\) and 4f means 4f\(_{5/2}\). The filling rule, by increasing \(n+l\) and then \(n\), puts them in the order 6s, 4f, 5d.

Use Gaussian units and measure energies \(\varepsilon\) from \(mc^2\). The core is treated in Dirac–Hartree–Fock theory and frozen when the outer electron is added. The nucleus is a Gaussian charge of rms radius 5 fm. The Breit interaction, radiative corrections, correlation and core polarization by the outer electron are omitted.

## Part (a)

*Derive the radial Dirac equations and the levels of one electron in \(V=-Ze^2/r\). In what order do 6s, 5d and 4f stand?*

**Answer.** Write the upper and lower spinors as \(P\chi_{\kappa m}/r\) and \(iQ\chi_{-\kappa m}/r\), with \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). The spherical spinors obey \(\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-\hbar(\kappa+1)\chi_{\kappa m}\) and \(\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}\). With \(\boldsymbol\sigma\cdot\mathbf p=-i\hbar\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/\hbar r)\),
\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_{\kappa m}
=i\hbar\left(\frac{d}{dr}+\frac{\kappa+1}{r}\right)\frac Pr\,\chi_{-\kappa m}
=\frac{i\hbar}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa m}.
\]
The lower spinor follows by \(\kappa\to-\kappa\), and its factor \(i\) gives \(i^2=-1\). Hence
\[
VP+\hbar c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,\qquad
\hbar c\left(P'+\frac{\kappa}{r}P\right)+(V-2mc^2)Q=\varepsilon Q .
\]

For the Coulomb field put \(W=mc^2+\varepsilon\), \(a=Ze^2/\hbar c\), \(A=(mc^2+W)/\hbar c\), \(B=(mc^2-W)/\hbar c\) and \(\lambda=\sqrt{AB}\). Then
\[
P'+\frac{\kappa}{r}P=\left(A+\frac ar\right)Q,\qquad
Q'-\frac{\kappa}{r}Q=\left(B-\frac ar\right)P .
\]
Insert \(P=e^{-\lambda r}r^\gamma\sum_k p_kr^k\) and the same form for \(Q\) with coefficients \(q_k\):
\[
\begin{aligned}
(\gamma+k+\kappa)p_k-aq_k&=\lambda p_{k-1}+Aq_{k-1},\\
(\gamma+k-\kappa)q_k+ap_k&=\lambda q_{k-1}+Bp_{k-1}.
\end{aligned}
\]
At \(k=0\) the right sides vanish, so the determinant must vanish: \(\gamma=\sqrt{\kappa^2-a^2}\). For large \(k\) the combination \(s_k=\lambda p_k+Aq_k\) obeys \(ks_k\simeq2\lambda s_{k-1}\). An unending series therefore grows as \(e^{2\lambda r}\) and is not normalizable.

Let the series end at \(k=N\). The next equation gives \(q_N=-\lambda p_N/A\). Multiply the first recurrence by \(\lambda\) and the second by \(A\). Their right sides are then equal because \(\lambda^2=AB\), so at \(k=N\)
\[
\lambda(\gamma+N+\kappa)+\frac{a\lambda^2}{A}
=-\lambda(\gamma+N-\kappa)+aA .
\]
Thus \(2\lambda(\gamma+N)=a(A-B)=2aW/\hbar c\). Squaring, with \(N=n-|\kappa|\),
\[
\varepsilon=mc^2\left\{\left[1+\frac{a^2}{(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\}
\simeq-\frac{Z^2e^2}{2a_0n^2}.
\]
The last form is the leading order in \(a\), where \(\gamma\to|\kappa|\) and \(mc^2(e^2/\hbar c)^2=e^2/a_0\). The hydrogenic order is therefore 4f, 5d, 6s from the lowest upwards. At \(Z=30\) the full formula gives \(-766.7\), \(-491.5\) and \(-342.6\) eV.

## Part (b)

*Show that the lowest frozen-core orbital energy identifies the ground orbital. Find the angular weights of the core field and its form at large \(r\).*

**Answer.** The energy of a determinant is \(\sum_b h_{bb}+\frac12\sum_{bb'}(J_{bb'}-K_{bb'})\), where \(J\) and \(K\) are direct and exchange integrals. Adding \(v\) to an unchanged core adds \(h_{vv}\) and two equal sets of cross terms, each with factor \(\frac12\):
\[
E_{\text{core}+v}-E_{\text{core}}=h_{vv}+\sum_b(J_{vb}-K_{vb})=\varepsilon_v .
\]
The core energy is common to all choices of \(v\), so the smallest \(\varepsilon_v\) wins within this model.

Expand \(1/|\mathbf r-\mathbf r'|\) in products \(C^k_\mu(\Omega)^*C^k_\mu(\Omega')\) with radial factors \(r_<^k/r_>^{k+1}\). A filled subshell has a spherical density, so the direct term contains \(k=0\) alone, with weight \(2j_b+1\).

For exchange, refer the spin to the radial direction:
\[
\chi_{\kappa m}=\sqrt{\frac{2j+1}{8\pi}}\left(D^{j*}_{m,1/2}u_+\pm D^{j*}_{m,-1/2}u_-\right),
\]
with the sign fixed by parity. Since \(C^k_\mu=D^{k*}_{\mu0}\) does not act on spin, a matrix element is a sum of two integrals over three rotation functions. Each has magnitude
\[
\frac12\sqrt{(2j_a+1)(2j_b+1)}
\left|\begin{pmatrix}j_a&k&j_b\\-m_a&\mu&m_b\end{pmatrix}
\begin{pmatrix}j_a&k&j_b\\\tfrac12&0&-\tfrac12\end{pmatrix}\right| .
\]
For one relative sign they add, for the other they cancel. Inversion makes the element vanish for odd \(l_a+k+l_b\), so they add when this sum is even. At fixed \(m_a\), the squares of the first symbol summed over \(m_b,\mu\) give \(1/(2j_a+1)\). The exchange weight is
\[
(2j_b+1)\begin{pmatrix}j_a&k&j_b\\\tfrac12&0&-\tfrac12\end{pmatrix}^2,\qquad l_a+k+l_b\ \text{even}.
\]
For f\(_{5/2}\) with d\(_{3/2}\) and \(k=1\) this is 0.4, as an explicit sum over spinors confirms.

Outside the core the direct potential is \(-Ze^2/r+54e^2/r=-qe^2/r\). Exchange carries a core orbital evaluated at \(r\) and dies out with it. The outer electron is absent from the sum over \(b\), so it does not repel itself.

## Part (c)

*How can these equations be solved in a finite basis, and how is the accuracy controlled?*

**Answer.** Where \(|\varepsilon-V|\ll2mc^2\), the second radial equation gives \(Q\simeq(\hbar/2mc)(P'+\kappa P/r)\). The basis is built to allow this relation: \(P_i\propto r^{l+1}e^{-\zeta_ir^2}\) and \(Q_i\propto P_i'+\kappa P_i/r\), with independent coefficients for the two sets. The exponents form a geometric progression.

Integrals use the trapezoidal rule with step \(h\) in \(x=\ln r\). The factor \(r_<^k/r_>^{k+1}\) has a kink at \(r'=r\). Applying the Euler–Maclaurin formula on both sides of it, for an integrand \(f\) that vanishes at the outer ends, gives
\[
\int f\,dx'=T+\frac{h^2}{12}\left(f'_+-f'_-\right)+O(h^4).
\]
Here \(T\) is the trapezoidal sum. The derivative of the factor with respect to \(x'=\ln r'\) is \(k/r\) on the left and \(-(k+1)/r\) on the right, a jump of \(-(2k+1)/r\). Since each grid point has weight \(hr\), the correction is made by adding \(-h(2k+1)/(12r)\) to the diagonal of the kernel.

The 6s level is sensitive to the spacing of the exponents. At \(Z=30\) its error relative to the formula of (a) is \(1.5\times10^{-4}\) for a ratio of 1.9, and \(2.4\times10^{-6}\) for the ratio 1.7 used below. The self-consistent field was tested on Sr\(^{2+}\) with \(c\) enlarged fifty times: 5s, 4d and 4f agree with a separate nonrelativistic Hartree–Fock calculation in the same basis to about 0.0001 eV.

## Part (d)

*Calculate the three orbital energies in each ion. Which is the ground orbital, and how does the order compare with the two reference orders?*

**Answer.** The energies in eV are:

| Ion | 6s | 5d | 4f |
|---|---:|---:|---:|
| Cs | −3.47 | −1.75 | −0.85 |
| Ba\(^+\) | −9.34 | −8.45 | −3.50 |
| La\(^{2+}\) | −16.66 | −17.97 | −14.18 |
| Ce\(^{3+}\) | −25.20 | −29.36 | −32.40 |

The ground orbital is 6s, 6s, 5d and 4f in turn. The competitor 6p\(_{1/2}\) lies above it in every ion; in Cs, for example, it is at \(-2.33\) eV.

The filling rule gives the right first orbital in Cs but not the rest of the order, because 4f lies above 5d. In Ce\(^{3+}\) the three orbitals stand in the full hydrogenic order.

The difference \(\varepsilon_{5d}-\varepsilon_{6s}\) falls steadily: \(1.71,\ 0.89,\ -1.32,\ -4.16\) eV. The difference \(\varepsilon_{4f}-\varepsilon_{5d}\) does not: it is \(0.90,\ 4.95,\ 3.80,\ -3.05\) eV. At first 4f falls behind 5d, and it overtakes only later.

The closest decision is in Ba\(^+\), where \(9.34-8.45=0.89\) eV separates 6s from 5d. An omitted effect that lowered 5d relative to 6s by more than that amount would alter the prediction.

The measured spectra have the same ground orbitals, and their 5d–6s gaps (about \(1.8,\ 0.6,\ -1.7,\ -4.6\) eV) lie within 0.5 eV of the model. The collapsed 4f orbital is described much less well. The measured 4f–5d gap is about 0.9 eV in La\(^{2+}\) and \(-6.2\) eV in Ce\(^{3+}\), roughly 3 eV below the values above, and in the real La\(^{2+}\) ion 4f lies below 6s. The model gives the ground orbitals and the trend, but not the position of a collapsed 4f level.

## Part (e)

*Explain the delayed fall of 4f by means of effective quantum numbers, orbital radii and the f-wave potential.*

**Answer.** Define \(n^*\) by
\[
\varepsilon=-\frac{q^2e^2}{2a_0n^{*2}} .
\]
Within one ion \(q\) is common, so a smaller \(n^*\) means a lower orbital. In Cs the values are 1.98 for 6s, 2.79 for 5d and 4.00 for 4f. The 6s electron enters the core, where it meets much more than the charge \(q\), and this outweighs its larger \(n\). The 4f electron stays outside the core, and its \(n^*\) is the value \(n=4\) expected in a pure \(-e^2/r\) field.

A nonrelativistic 4f orbital in the field \(-qe^2/r\) has \(P\propto r^4e^{-qr/4a_0}\), so
\[
\langle r\rangle=\frac{\int_0^\infty r^9e^{-qr/2a_0}dr}{\int_0^\infty r^8e^{-qr/2a_0}dr}
=9\,\frac{2a_0}{q}=\frac{18a_0}{q}.
\]
This gives 18, 9, 6 and 4.5 \(a_0\) along the series. The computed radii are 17.97, 8.31, 1.45 and 1.08 \(a_0\). The orbital is nearly hydrogenic in Cs, slightly drawn in for Ba\(^+\), and collapsed into the core region in La\(^{2+}\).

The f-wave potential, without exchange and in the nonrelativistic form, is
\[
U(r)=V_{\text{nuc}}+V_{\text{dir}}+\frac{3\cdot4\,\hbar^2}{2mr^2}
=V_{\text{nuc}}+V_{\text{dir}}+\frac{6\hbar^2}{mr^2}.
\]
It has a barrier between an inner well and an outer Coulomb well. The top of the barrier is at about 21.9, 8.9, \(-3.7\) and \(-16.7\) eV; the values at the nearest grid points, given in the output, differ from the true maxima by less than 0.03 eV. The radii show that the lowest f state moves from the outer well to the inner one between Ba\(^+\) and La\(^{2+}\). The inner well of \(U\) deepens along the series, but \(U\) alone does not put the change in the right place. If exchange is left out for the f electron, the lowest f orbital of La\(^{2+}\) lies at \(-8.0\) eV with a radius of 5.4 \(a_0\), still in the outer well. Exchange with the core supplies the extra attraction that makes the inner state the lower one in this ion. The 4f energies in (d) include exchange, so they should not be measured against the top of \(U\).

The effective quantum numbers account for the gaps found in (d). At fixed \(n^*\) every energy scales as \(q^2\), which alone would widen the 4f–5d gap from 0.90 eV in Cs to \(4\times0.90=3.6\) eV in Ba\(^+\). The rest of the 4.95 eV arises because \(n^*\) falls from 2.79 to 2.54 for 5d but only from 4.00 to 3.94 for 4f, which is still outside the core. From Ba\(^+\) to La\(^{2+}\), 4f collapses, its \(n^*\) drops to 2.94, and it begins to gain on 5d.

The approach is to hydrogenic order, not to hydrogenic energies in the field of \(q\). For 4f, \(n^*\) drops from 4.00 to 2.59, because the collapsed orbital sees more charge than \(q\). In the nonrelativistic limit of large \(Z\) at fixed electron number, lengths scale as \(a_0/Z\). The nuclear energies then grow as \(Z^2\) and the electron repulsion as \(Z\), so the order by \(n\) must finally prevail.

## Part (f)

*With the core frozen, how does an orbital energy respond to nuclear charge? Compare the result for La\(^{2+}\) with the actual step to Ce\(^{3+}\).*

**Answer.** Let \(F\) be the one-electron operator and \(u\) its normalized eigenfunction. Differentiating \(\varepsilon=\langle u|F|u\rangle\) gives
\[
\frac{d\varepsilon}{dZ}=\left\langle u\left|\frac{\partial F}{\partial Z}\right|u\right\rangle
+\varepsilon\frac{d}{dZ}\langle u|u\rangle
=-e^2\left\langle\frac{g(r)}{r}\right\rangle .
\]
The norm term vanishes. The factor \(g\) tends to 1 outside the nucleus and describes its finite size. For La\(^{2+}\) the slopes are \(-8.9\) eV for 6s, \(-13.1\) eV for 5d and \(-26.8\) eV for 4f per unit charge, in agreement with finite differences. The collapsed 4f orbital gains most.

The actual step to Ce\(^{3+}\) lowers them by
\[
\begin{aligned}
\text{6s:}\quad &25.20-16.66=8.54\ \text{eV},\\
\text{5d:}\quad &29.36-17.97=11.39\ \text{eV},\\
\text{4f:}\quad &32.405-14.179=18.23\ \text{eV}.
\end{aligned}
\]
The ranking is the same, but the 4f gain is about 8.6 eV short of its initial slope. In the nonrelativistic limit, the lowest f energy in a frozen field is concave in \(Z\), since a fixed trial function gives a straight upper bound. Curvature would thus make the drop larger than 26.8 eV, not smaller. Up to relativistic corrections, the shortfall must come from the changed core, whose field offsets part of the added nuclear attraction.

## Part (g)

*Does relativity cause the change of ground orbital?*

**Answer.** Enlarge \(c\) by 20. Leading relativistic shifts vary as \(1/c^2\), so about 1/400 of them remain. The shifts caused by restoring the true \(c\), in eV, are:

| Ion | 6s | 5d | 4f |
|---|---:|---:|---:|
| La\(^{2+}\) | −0.52 | +0.47 | +2.66 |
| Ce\(^{3+}\) | −0.78 | +0.57 | +3.53 |

The ground orbitals remain 5d and 4f without relativity. Relativity therefore does not cause the change in these two ions. It opposes it, by lowering 6s and raising 5d and 4f. In Ce\(^{3+}\) it reduces the lead of 4f over 5d from \(35.93-29.92=6.01\) eV to 3.05 eV. In La\(^{2+}\) it also reverses the two upper orbitals: 4f lies below 6s at large \(c\), and above it at the true \(c\). This reversal belongs to the frozen-core model. In the measured spectrum of La\(^{2+}\), 4f lies about 0.8 eV below 6s.

A plausible reading is that 6s is bound more tightly through its fast motion near the nucleus, while 4f is raised by a contracted core that screens it better. These two contributions were not separated here.

## Part (h)

*Is the whole level order of Ce\(^{3+}\) hydrogenic? Test the trend on the same closed core at \(Z=80\).*

**Answer.** It is not. In the frozen-core field of Ce\(^{3+}\), which contains no repulsion from the outer electron, the core orbitals 5s and 5p\(_{3/2}\) lie at \(-89.6\) and \(-65.1\) eV, well below 4f at \(-32.4\) eV, although 4f has the smaller \(n\). The hydrogenic order holds among 4f, 5d and 6s.

For Hg\(^{25+}\), with the same 54-electron core, the energies are \(-951\) eV for 4f, \(-822\) eV for 5s and \(-720\) eV for 5p\(_{3/2}\). Now 4f is below both \(n=5\) orbitals, in line with the large-\(Z\) argument in (e), which fixes the limiting order but not the \(Z\) at which it sets in.

This compares orbital energies in one prescribed field. It does not determine the ground configuration of Hg\(^{25+}\), because moving electrons from 5s or 5p into 4f would change the field. The low empty 4f orbital does warn that a closed core with filled 5s and 5p may no longer be the right starting point. Values with more digits are in the numerical output below.

## Computed results

```
speed of light 137.0360 atomic units; nuclear rms radius 5.0 fm
grid points 311; exponent ratio 1.7; 5d means 5d3/2, 4f means 4f5/2
one electron, Z=30 6s: basis -342.5638, Sommerfeld -342.5646 eV
6s relative error: ratio 1.9 1.5e-04, ratio 1.7 2.4e-06
one electron, Z=30 5d: basis -491.4578, Sommerfeld -491.4581 eV
one electron, Z=30 4f: basis -766.6613, Sommerfeld -766.6613 eV
exchange weight f5/2-d3/2, k=1: spinor sum 0.400000, 3j 0.400000
Sr2+ field, c x 50, 5s: this code -10.2704, pyscf -10.2704 eV
Sr2+ field, c x 50, 4d: this code -8.5376, pyscf -8.5377 eV
Sr2+ field, c x 50, 4f: this code -2.8182, pyscf -2.8182 eV
Cs 6s: energy -3.466 eV, n* 1.981, <r> 6.120 bohr
Cs 5d: energy -1.753 eV, n* 2.786, <r> 7.838 bohr
Cs 4f: energy -0.851 eV, n* 3.999, <r> 17.968 bohr
Cs ground orbital 6s; 6p1/2 at -2.330 eV
Cs f-wave barrier 21.85 eV at 1.11 bohr
Ba+ 6s: energy -9.341 eV, n* 2.414, <r> 4.562 bohr
Ba+ 5d: energy -8.448 eV, n* 2.538, <r> 3.400 bohr
Ba+ 4f: energy -3.498 eV, n* 3.944, <r> 8.312 bohr
Ba+ ground orbital 6s; 6p1/2 at -7.100 eV
Ba+ f-wave barrier 8.89 eV at 1.50 bohr
La2+ 6s: energy -16.658 eV, n* 2.711, <r> 3.835 bohr
La2+ 5d: energy -17.974 eV, n* 2.610, <r> 2.644 bohr
La2+ 4f: energy -14.179 eV, n* 2.939, <r> 1.448 bohr
La2+ ground orbital 5d; 6p1/2 at -13.392 eV
La2+ f-wave barrier -3.76 eV at 1.59 bohr
Ce3+ 6s: energy -25.199 eV, n* 2.939, <r> 3.375 bohr
Ce3+ 5d: energy -29.359 eV, n* 2.723, <r> 2.275 bohr
Ce3+ 4f: energy -32.405 eV, n* 2.592, <r> 1.085 bohr
Ce3+ ground orbital 4f; 6p1/2 at -20.951 eV
Ce3+ f-wave barrier -16.73 eV at 1.79 bohr
La2+ 6s frozen-core dE/dZ: difference -8.857, mean value -8.857 eV
La2+ 5d frozen-core dE/dZ: difference -13.074, mean value -13.074 eV
La2+ 4f frozen-core dE/dZ: difference -26.843, mean value -26.844 eV
La2+ with c x 20: 6s -16.141, 5d -18.439, 4f -16.836 eV
La2+ with c x 20: lowest orbital 5d
Ce3+ with c x 20: 6s -24.422, 5d -29.924, 4f -35.930 eV
Ce3+ with c x 20: lowest orbital 4f
Ce3+: 5s -89.58, 5p3/2 -65.14, 4f -32.40 eV
Hg25+: 5s -821.60, 5p3/2 -720.17, 4f -950.77 eV
```
